# Partially Coherent Grating Images from Source Regions, without Source Sampling

A grating of pitch 500 nm with 200 nm openings is imaged at wavelength 248 nm, and the printed width is computed by summing the images of individual source points. With 97 points on a square grid the width is wrong by \(-0.04\) nm. With 349 points it is wrong by \(-0.71\) nm. Yet the largest error of the image itself, over 16 positions in a period, falls from \(9.2\times10^{-3}\) to \(1.6\times10^{-3}\) of the clear-field intensity. The finer grid gives the better image and the worse width.

The explanation begins with the source: it divides into just six regions, one for each set of diffraction orders that the lens captures, and all points of one region give the same coherent image. A grid of source points only estimates how much of the source belongs to each. Those fractions are areas bounded by circular arcs, and they have closed forms, so the grid can be dispensed with.

## Model and conventions

The source is incoherent and uniformly bright. It fills a disc of radius \(s\le 1\), measured in units of the pupil radius. The lens has numerical aperture NA, transmits fully inside the unit disc and blocks everything outside. The field is scalar, focus is perfect and there is no aberration. The mask is thin: its diffraction amplitudes do not depend on the illumination angle. Lengths are at wafer scale, and a fully clear mask gives \(I=1\).

For an opening of width \(b\) centred at \(x=0\) in a pitch \(p\), the order amplitudes are

\[
a_n=\frac1p\int_{-b/2}^{b/2}e^{-2\pi i nx/p}\,dx=\frac{\sin(\pi n b/p)}{\pi n},\qquad a_0=\frac bp .
\]

They are real because the opening is even in \(x\). Here \(b/p=0.4\), so \(a_0=0.4000\), \(a_{\pm1}=0.3027\) and \(a_{\pm2}=0.0935\).

Light from source point \(\sigma=(\sigma_x,\sigma_y)\) puts order \(n\) at the pupil position \((\sigma_x+nq,\ \sigma_y)\), with

\[
q=\frac{\lambda}{p\,\mathrm{NA}}=\frac{248}{500\times0.60}=0.8267 .
\]

## Why one region gives one image

Let \(S\) be the set of orders that pass the pupil for a given \(\sigma\). A wave at pupil coordinate \(\rho_x\) varies along the wafer as \(\exp(2\pi i\rho_x\mathrm{NA}\,x/\lambda)\). Since \(q\,\mathrm{NA}/\lambda=1/p\), the field is

\[
E_\sigma(x)=\sum_{n\in S}a_n e^{2\pi i(\sigma_x+nq)\mathrm{NA}\,x/\lambda}
=e^{2\pi i\sigma_x\mathrm{NA}\,x/\lambda}\sum_{n\in S}a_ne^{2\pi i nx/p}.
\]

The prefactor is common to all orders and has modulus one, so it drops out of \(|E_\sigma|^2\). The intensity depends on \(\sigma\) only through \(S\). Intensities from different source points add, and therefore

\[
I(x)=\sum_S w_S\Big|\sum_{n\in S}a_ne^{2\pi i nx/p}\Big|^2 ,
\]

where \(w_S\) is the fraction of the source area that captures exactly the set \(S\). If the brightness varies over the source, \(w_S\) becomes the fraction of integrated brightness; the area formulas below then no longer supply it.

In a test on a grid of 201 cells across the source diameter, about 32,000 points, the focused image of every point agreed with the coherent image of its region to \(7\times10^{-16}\).

## Which sets occur

Order \(n\) is captured when \(\sigma\) lies in the unit disc centred at \((-nq,0)\). For fixed \(\sigma\) the order positions lie on a straight line and the pupil is convex. If orders \(m\) and \(M\) pass, so does every order between them. Hence \(S=\{m,\dots,M\}\) is a run of consecutive integers. Because \(s\le1\), order 0 always passes, and \(m\le0\le M\).

A captured order satisfies \(|n|q\le 1+s\), since it is displaced from a source point within \(s\) to a pupil point within 1. The highest order is

\[
n_{\max}=\left\lfloor\frac{1+s}{q}\right\rfloor=\left\lfloor\frac{1.70}{0.8267}\right\rfloor=2 .
\]

## Region areas

Let \(A(m,M)\) be the source area that captures both \(m\) and \(M\), and so everything between. To capture exactly \(m..M\), a point must capture neither \(m-1\) nor \(M+1\). The areas to remove are \(A(m-1,M)\) and \(A(m,M+1)\). Their overlap, \(A(m-1,M+1)\), has then been removed twice and must be restored once:

\[
\text{area}\{m..M\}=A(m,M)-A(m-1,M)-A(m,M+1)+A(m-1,M+1).
\]

Each \(A\) is the common area of three discs centred on the \(x\) axis: the source, and unit discs at \(-mq\) and \(-Mq\). At height \(y\), a disc of centre \(c\) and radius \(r\) covers \(c-\sqrt{r^2-y^2}\le x\le c+\sqrt{r^2-y^2}\). The common interval runs from the largest left end to the smallest right end. The arcs that supply these ends, and the sign of the interval's length, can change only where two circles cross. Subtracting the two circle equations gives the crossing:

\[
x_*=\frac{r_1^2-r_2^2+c_2^2-c_1^2}{2(c_2-c_1)},\qquad y_*^2=r_1^2-(x_*-c_1)^2 .
\]

Between successive cuts \(y_1<y_2\), let the right end belong to disc \(R\) and the left end to disc \(L\). If the length is positive, this strip and its mirror image below the axis contribute

\[
2\big[(c_R-c_L)(y_2-y_1)+F(y_2,r_R)-F(y_1,r_R)+F(y_2,r_L)-F(y_1,r_L)\big],
\]

\[
F(y,r)=\tfrac12\Big[y\sqrt{r^2-y^2}+r^2\arcsin\frac yr\Big].
\]

Differentiating confirms the primitive: \(\partial F/\partial y=\tfrac12\big[\sqrt{r^2-y^2}+(r^2-y^2)/\sqrt{r^2-y^2}\big]=\sqrt{r^2-y^2}\).

For an annular source, compute each \(A\) for the outer and the inner radius and subtract.

**A case by hand.** The region that captures \(-1,0,1\) is the lens common to unit discs at \(\pm q\). Its corners are at height \(\sqrt{1-q^2}=0.563\), which is less than \(s=0.70\), so the lens lies wholly inside the source. Orders \(-1\) and 2 are \(3q=2.48\) apart, more than the pupil diameter of 2, so order 2 cannot pass there, and by symmetry neither can order \(-2\). Each half of the lens is a circular segment of area \(\arccos q-q\sqrt{1-q^2}\), and

\[
w_{-1..1}=\frac{2\arccos q-2q\sqrt{1-q^2}}{\pi s^2}=\frac{1.1953-0.9303}{1.5394}=0.1721 .
\]

**A threshold case.** Orders 0, 1 and 2 pass together only in a sliver at the source edge. Near the axis, the source begins at \(x\approx-s+y^2/(2s)\) and the disc of order 2 ends at \(x\approx-2q+1-y^2/2\). The sliver has width \(\delta-\tfrac12(1+1/s)y^2\), with \(\delta=1+s-2q=0.0467\). It closes at \(y_0=\sqrt{2\delta/(1+1/s)}=0.196\), and integrating the parabola gives

\[
w_{0..2}\approx\frac{4}{3}\,\frac{\delta\,y_0}{\pi s^2}=0.0079 ,
\]

in agreement with the full value 0.00789. The area grows as \(\delta^{3/2}\), so a new region enters with zero weight and the image stays continuous as the pitch changes. This sliver vanishes for \(p\le2\lambda/[\mathrm{NA}(1+s)]=486\) nm. Below half that pitch, 243 nm, only order 0 passes and the image is uniform. In the opposite limit of a point source, \(s\to0\), a single set \(|n|\le1/q\) remains and the image is coherent, provided \(1/q\) is not an integer. If it is, with \(1/q=N\), a pupil edge passes through the centre of the source, and the two sets \(-N+1..N\) and \(-N..N-1\) keep half the source each. They are mirror images with equal intensities, so the image is still a single coherent one, with one of the two outermost orders missing.

All weights were also tested against an integration over source rings that applies the capture inequalities directly. The cases were this example, a coarse grating with \(q=0.31\) and \(s=0.9\), and an annulus from 0.5 to 0.8 with \(q=0.47\). The largest difference in any weight was \(1\times10^{-9}\).

## From weights to an image

Expand the square for one region. The terms \((n,n')\) and \((n',n)\) have equal real coefficients, so they combine into a cosine. With \(k=|n-n'|\),

\[
I(x)=\sum_k c_k\cos\frac{2\pi kx}{p},\qquad
c_0=\sum_Sw_S\sum_{n\in S}a_n^2,\qquad
c_{k>0}=2\sum_Sw_S\sum_{n,\,n+k\in S}a_na_{n+k}.
\]

An off-centre or asymmetric mask in general has complex \(a_n\). The products then become \(a_{n+k}a_n^*\), and sine terms appear.

## Pseudocode

```
common_area(discs):
    cuts = {0, smallest radius}
    for each pair with different centres:
        find y*^2; if 0 < y*^2 < (smallest radius)^2, add y*
    for each interval between sorted cuts:
        at its midpoint pick the smallest right end
            and the largest left end
        if right > left: add the closed-form strip area
    return total

image_coefficients(q, s, a):
    nmax = floor((1+s)/q)
    for m = -nmax..0, M = 0..nmax:
        w = [A(m,M) - A(m-1,M) - A(m,M+1) + A(m-1,M+1)] / (pi s^2)
        if w > 1e-12:
            c[0] += w * sum of a[n]^2, n = m..M
            for k = 1..M-m:
                c[k] += 2 w * sum of a[n] a[n+k], n = m..M-k
    return c
```

## The example

Mirror-image regions have equal weights and equal images, so the six regions form four classes. The region that captures only order 0 consists of two separate pieces, at the top and bottom of the source. The edge column is the intensity at the printed edge found below. The last two columns come from applying the capture inequalities to grids of 11 and 21 cells across the source diameter.

| Orders | Area fraction | \(I(0)\) | \(I\) at edge | 97 points | 349 points |
|---|---|---|---|---|---|
| \(-1..1\) | 0.17212 | 1.0110 | 0.2884 | 19/97 | 61/349 |
| \(0..1\), \(-1..0\) | 0.79404 | 0.4938 | 0.3065 | 76/97 | 270/349 |
| \(0\) | 0.01807 | 0.1600 | 0.1600 | 2/97 | 8/349 |
| \(0..2\), \(-2..0\) | 0.01577 | 0.6341 | 0.2609 | 0/97 | 10/349 |

Two-beam images fill 79% of the source. The second harmonic shows how the coefficients assemble. It comes from orders \(\pm1\) beating together in the first class, and from orders 0 and \(\pm2\) in the last:

\[
c_2=0.17212\,(2a_1^2)+0.01577\,(2a_0a_2)=0.03155+0.00118=0.03273 .
\]

Likewise \(c_0=0.26590\) and \(c_1=0.28039\). The intensity is 0.579 at the centre of the opening and 0.018 midway between openings, a contrast of 0.939.

Take the feature to print where \(I\) exceeds \(T=0.30\). With \(z=\cos(2\pi x/p)\) and \(\cos(4\pi x/p)=2z^2-1\), the edge satisfies

\[
2c_2z^2+c_1z+(c_0-c_2-T)=0,\qquad
z=\frac{-c_1+\sqrt{c_1^2-8c_2(c_0-c_2-T)}}{4c_2}=0.2264 .
\]

The other root lies below \(-1\) and is not a cosine. The width is \(W=(p/\pi)\arccos z=213.7\) nm. The normalized log-slope, \(W|I'|/I\) at the edge, is 2.70, so \(|I'|=2.70\times0.30/213.7=0.00379\) per nm.

**The opening puzzle.** Since every grid point yields one of the tabulated images, the grid's error is

\[
\delta I(x)=\sum_S\delta w_S\,I_S(x),\qquad \delta W\approx\frac{2\,\delta I(\text{edge})}{|I'|},
\]

where the factor 2 counts both edges. For 97 points the weight errors, in the order of the table, are \(+0.02376\), \(-0.01053\), \(+0.00255\) and \(-0.01577\). At \(x=0\) they give \(\delta I=+0.0092\), the large image error quoted above. At the edge they give

\[
0.00685-0.00323+0.00041-0.00411=-0.00008,
\]

and \(\delta W\approx-0.04\) nm. The small width error is an accidental cancellation at this threshold.

For 349 points the weight errors are \(+0.00266\), \(-0.02040\), \(+0.00486\) and \(+0.01288\). At \(x=0\) they nearly cancel, leaving \(+0.0016\). At the edge they add up to \(-0.00135\), and \(\delta W\approx-0.71\) nm.

The sliver shows how a coarse grid misjudges a narrow region. It starts at \(|\sigma_x|=2q-1=0.653\). The outermost column of the 97-point grid stands at 0.636 and misses it entirely. That of the 349-point grid stands at 0.667 and nearly doubles its weight. A width that looks accurate on one coarse grid is therefore no evidence that the grid suffices. With 126,309 points the image error is still \(7\times10^{-5}\), and the width error is 0.002 nm.

## Cost and stability

There are at most \((n_{\max}+1)^2\) candidate sets, nine here, and each area involves three discs. The areas cost \(O(n_{\max}^2)\). The coefficient sums run over pairs of orders within each set and cost at most \(O(n_{\max}^4)\). If only the image is wanted, the regions can be skipped. The weights of all sets that contain both \(n\) and \(n+k\) add up to \(A(n,n+k)/(\pi s^2)\), the Hopkins cross-coefficient. Hence \(c_{k>0}=2\sum_n a_na_{n+k}A(n,n+k)/(\pi s^2)\), and \(c_0\) is the same sum at \(k=0\) without the factor 2, which takes \(O(n_{\max}^2)\) terms in all. Neither depends on a source resolution.

A weight usually carries an absolute error near machine rounding. If the source is very small or a very thin ring, the division by its small area amplifies the error. The error also grows when the edge of a pupil disc passes almost exactly through the top of the source, because the square root and the arcsine are both singular there. For order 1 this happens near \(q^2+s^2=1\), where errors up to \(3\times10^{-9}\) were found in double precision. A very small weight may have a large relative error, or come out slightly negative. This does no harm while the absolute error stays small, because a weight error \(\delta w_S\) enters the image multiplied by the bounded \(I_S\). Weights below \(10^{-12}\) can be dropped. Near tangency, rounding can push the argument of a square root below zero or that of the arcsine above one; both should be clamped.

## Where the scheme fails

**Defocus and aberration.** Defocus \(z\) multiplies the wave at pupil radius \(\rho\) by \(\exp[2\pi i z\sqrt{1-\mathrm{NA}^2\rho^2}/\lambda]\). For small NA, the phase between orders 0 and 1 is proportional to \(|\sigma+q\hat x|^2-|\sigma|^2=2q\sigma_x+q^2\), which varies across the region. At \(z=200\) nm, the intensity at one of 16 sampled positions varies by 0.36 of clear field within a single region. One coherent image per region is then wrong. The region boundaries remain valid, and the integrand is smooth inside each, so quadrature region by region is the natural replacement.

**Angle-dependent amplitudes.** A pupil transmission that varies with radius, or a mask whose diffraction depends on the illumination angle, breaks the constancy in the same way.

**Sources with \(s>1\).** Order 0 may miss the pupil. Runs of consecutive orders still follow from convexity, but the loop must cover all \(m\le M\), and a clear mask no longer gives \(I=1\).

**Gratings periodic in two directions.** The equal-set principle survives, but the discs are no longer centred on one line, and a first and last order no longer label a set.

## Beside a real scanner

The parameters are round values in the regime of a KrF scanner with fourfold reduction. The pitch is relaxed for such a tool, and the threshold is a crude stand-in for a resist. Real exposures break several assumptions at once. The changes of printed width below are each computed alone, with the threshold held at 0.30:

- Defocus of 200 nm: \(-2.8\) nm.
- Unpolarized vector fields in air, with the radiometric factor and renormalized to clear field: \(+4.4\) nm. Polarization alone gives \(+1.9\) nm and the radiometric factor alone \(+2.0\) nm. The polarization part is specific to air: with the ray angles refracted into a medium of index 1.75 it falls to \(+0.6\) nm.
- Resist blur of 20 nm standard deviation: \(+0.8\) nm. Blur multiplies the first harmonic by 0.969 and the second by 0.881. At the edge the first is positive and the second negative, so the intensity there changes by \(-0.0020\) and \(+0.0035\), a net gain.
- Flare of 2%, as a uniform background: \(+1.1\) nm. The image is reduced by 2%, and the background is taken as 2% of the mean mask transmission \(b/p=0.40\). At the edge the net gain is \(0.02(0.40-0.30)=0.002\), and \(2\times0.002/0.00379\approx1.1\) nm. The sign depends on this choice: the lens blocks part of the transmitted light, and a background of 2% of the mean image intensity \(c_0=0.266\) would give \(-0.4\) nm.
- Shadowing by an 80 nm mask absorber: \(-2.7\) nm. This geometric estimate narrows the opening by 2.1 nm, the value for the steepest illumination, and so overstates the effect. Giving each source point its own shadow reduces the change to \(-1.1\) nm.

The blur, flare and absorber inputs are rough typical values. The mask opening is only 3.2 wavelengths wide at mask scale, so a full electromagnetic mask calculation could differ from the shadow estimate. That calculation is left out, as are refraction and reflections in the resist stack. The listed effects reach several nanometres, so the further digits of 213.7 nm in the numerical output serve to check the algorithm and do not predict a printed line.

## Numbers as computed

```
wavelength 248 nm, NA 0.60, source radius 0.70
pitch 500 nm, opening 200 nm, reduction 4
printing threshold 0.30 of clear field
order spacing q = 0.826667 pupil radii; highest order 2
order amplitude a_0 = 0.400000
order amplitude a_1 = 0.302731
order amplitude a_2 = 0.093549
region: source fraction, coherent I at x=0, at x=p/2
  orders -2..+0: 0.00788695, 0.634061, 0.036412
  orders -1..+0: 0.39701998, 0.493830, 0.009461
  orders -1..+1: 0.17212109, 1.010953, 0.042214
  orders +0..+0: 0.01806504, 0.160000, 0.160000
  orders +0..+1: 0.39701998, 0.493830, 0.009461
  orders +0..+2: 0.00788695, 0.634061, 0.036412
sum of fractions = 1.0000000000
largest weight difference from polar integration = 9.8e-10
largest in-region intensity deviation at focus = 7.2e-16
largest in-region spread, 200 nm defocus = 0.3571
image coefficient c_0 = 0.26590252
image coefficient c_1 = 0.28038799
image coefficient c_2 = 0.03272888
I(0) = 0.579019, I(p/2) = 0.018243
contrast (I(0)-I(p/2))/(I(0)+I(p/2)) = 0.93891
printed width = 213.6567 nm = 0.2136567 um
normalized log-slope at printed edge = 2.7026
source grid: points, largest image error, width error
      97 points: 9.22e-03, -0.0429 nm
     349 points: 1.56e-03, -0.7061 nm
    2053 points: 1.41e-04, -0.0749 nm
    8021 points: 1.11e-04, -0.0288 nm
  126309 points: 7.09e-05, +0.0022 nm
neglected effects, change of printed width:
  defocus 200 nm: -2.82 nm
    shift of this on a finer source grid: +0.001 nm
  vector field in air, radiometric factor: +4.41 nm
  resist blur, 20 nm standard deviation: +0.83 nm
  flare 2 %: +1.08 nm
  absorber 80 nm, shadow 2.11 nm: -2.67 nm
mask opening = 3.23 wavelengths at mask scale
```
